\section*{Resonant tunnelling current between adjacent quantum wells and its saturation, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Resonant tunnelling between adjacent wells: the Kazarinov--Suris current}

\subsection{Result}

Consider a periodic chain of identical quantum wells in an electric field, with $n$ electrons per unit area in each period. The field is close to the value at which the ground subband of one well, state 1, is aligned with the first excited subband of the next well, state 2. Let $\hbar\Delta=E_1-E_2$ be the detuning and $\hbar\Omega$ the tunnelling matrix element, so that $2\hbar\Omega$ is the anticrossing gap. Let $\tau$ be the time in which an electron in state 2 relaxes to the ground subband of the well it is in, and $\tau_\parallel$ the decay time of the coherence between states 1 and 2. The magnitude of the steady current density is
\begin{equation}
J = e n\,\frac{2\Omega^2\tau_\parallel}{1+\Delta^2\tau_\parallel^2+4\Omega^2\tau\tau_\parallel}
\;<\; J_{\rm sat}\equiv\frac{e n}{2\tau},
\label{eq:KS}
\end{equation}
where $e>0$ is the elementary charge. With the saturation parameter
\begin{equation}
s = 4\Omega^2\tau\tau_\parallel ,
\label{eq:s}
\end{equation}
the current approaches $J_{\rm sat}$ when
\begin{equation}
s \gg 1+\Delta^2\tau_\parallel^2 .
\label{eq:cond}
\end{equation}
Two qualifications belong to the statement. A large $s$ alone guarantees saturation only for $|\Delta|\tau_\parallel\lesssim 1$, and further from resonance the full condition \eqref{eq:cond} is needed. The time $\tau_\parallel$ is the total coherence time, which contains the lifetime of state 2 as well as the pure dephasing time $\tau^*$:
\begin{equation}
\frac{1}{\tau_\parallel}=\frac{1}{2\tau}+\frac{1}{\tau^*},\qquad \tau_\parallel\le 2\tau .
\label{eq:tpar}
\end{equation}
The derivation assumes an isolated doublet, parallel subbands, tunnelling that conserves the in-plane wave vector, scattering that is Markovian with rates independent of that wave vector, no scattering across a barrier, no Pauli blocking, no space charge and no thermal back-scattering out of state 1. Each assumption is stated again where it is used. Device quantities are given in meV, ps, nm, kV/cm, cm$^{-2}$ and kA/cm$^2$, and $\Delta$, $\Omega$ and all rates are angular frequencies in ps$^{-1}$. The numerical tests cited below are those of the program printed, with its output, after this text.

\subsection{Reduction to two levels}

The motion along the growth axis $z$ is governed by $H(F)=H_0-eFz$, where $H_0$ is the effective-mass Hamiltonian of the wells and $F>0$ is the magnitude of the field, directed so that the potential energy of an electron falls towards positive $z$. For a pair of adjacent wells let $|+\rangle$ and $|-\rangle$ be the two real, normalized eigenstates that anticross, with energies $E_+>E_-$. Differentiating $E_\pm=\langle\pm|H|\pm\rangle$ with respect to $F$ gives a term $\langle\pm|\partial H/\partial F|\pm\rangle$ and two terms that add up to $E_\pm\,\partial\langle\pm|\pm\rangle/\partial F=0$. This is the Hellmann--Feynman theorem,
\begin{equation}
\frac{dE_\pm}{dF}=-e\,z_{\pm\pm},\qquad z_{ab}\equiv\langle a|z|b\rangle .
\label{eq:HF}
\end{equation}
Let $F_0$ be the field at which the gap $E_+-E_-$ is smallest. There the derivative of the gap vanishes, and \eqref{eq:HF} gives $z_{++}=z_{--}\equiv\bar z$. The sign of $|-\rangle$ is free, and we fix it so that $z_{+-}=-d/2$ with $d>0$. Define
\begin{equation}
|1\rangle=\frac{|+\rangle+|-\rangle}{\sqrt2},\qquad |2\rangle=\frac{|+\rangle-|-\rangle}{\sqrt2}.
\label{eq:loc}
\end{equation}
The matrix elements of $z$ in this basis are
\begin{align}
z_{11}&=\tfrac12(z_{++}+z_{--})+z_{+-}=\bar z-\tfrac d2, &
z_{22}&=\tfrac12(z_{++}+z_{--})-z_{+-}=\bar z+\tfrac d2,\nonumber\\
z_{12}&=\tfrac12(z_{++}-z_{--}-z_{+-}+z_{-+})=0 .
\label{eq:zloc}
\end{align}
The states \eqref{eq:loc} therefore diagonalize $z$ within the doublet. They have the largest separation of centroids that the doublet allows, with state 1 on the left, state 2 on the right and centroids a distance $d$ apart. The Hamiltonian at $F_0$ has $H_{11}=H_{22}=(E_++E_-)/2$ and $H_{12}=(E_+-E_-)/2\equiv\hbar\Omega>0$. The minimum of the gap is thus the point of zero detuning, and the gap there is $2\hbar\Omega$.

At a neighbouring field the perturbation is $-e(F-F_0)z$. We keep its matrix elements inside the doublet and drop those to all other levels, which act in second order in $F-F_0$ with the intersubband spacing in the denominator. By \eqref{eq:zloc} the retained part is diagonal, so $\Omega$ is unchanged and
\begin{equation}
\hbar\Delta=H_{11}-H_{22}=-e(F-F_0)(z_{11}-z_{22})=e\,d\,(F-F_0).
\label{eq:Delta}
\end{equation}
Dropping the mean energy, the doublet Hamiltonian is
\begin{equation}
H=\frac{\hbar\Delta}{2}\bigl(|1\rangle\langle1|-|2\rangle\langle2|\bigr)+\hbar\Omega\bigl(|1\rangle\langle2|+|2\rangle\langle1|\bigr).
\label{eq:H}
\end{equation}
Its trace is zero and its determinant is $-\hbar^2(\Delta^2/4+\Omega^2)$, so the eigenvalues are $\pm\frac\hbar2\sqrt{\Delta^2+4\Omega^2}$ and
\begin{equation}
E_+-E_-=\hbar\sqrt{\Delta^2+4\Omega^2}.
\label{eq:gap}
\end{equation}
The factor 4 in \eqref{eq:s} is tied to this convention. In terms of the gap frequency $2\Omega$ the saturation parameter reads $s=(2\Omega)^2\tau\tau_\parallel$. The reduction requires $\hbar|\Delta|$ and $\hbar\Omega$ to be small compared with the distance to the nearest other subband.

\subsection{Equations of motion}

Scattering is described by a Markovian master equation of Lindblad form with jump operators written in the localized basis,
\begin{equation}
\dot\rho=-\frac{i}{\hbar}[H,\rho]+\sum_a\mathcal D[A_a]\rho,\qquad
\mathcal D[A]\rho=A\rho A^\dagger-\tfrac12\bigl(A^\dagger A\rho+\rho A^\dagger A\bigr).
\label{eq:Lind}
\end{equation}
This form is an assumption. It requires the correlation time of the scatterers to be short compared with $1/\Omega$, $1/|\Delta|$, $\tau_\parallel$ and $\tau$, so that a scattering event is complete before tunnelling or detuning can act. Two microscopic models below show how the rates arise and how they change when this condition is relaxed. The convention for matrix elements is $\rho_{12}=\langle1|\rho|2\rangle=\rho_{21}^*$.

The commutator with \eqref{eq:H} has the elements
\begin{align}
[H,\rho]_{22}&=H_{21}\rho_{12}-\rho_{21}H_{12}=\hbar\Omega(\rho_{12}-\rho_{21})=2i\hbar\Omega\,\mathrm{Im}\,\rho_{12},\nonumber\\
[H,\rho]_{12}&=H_{11}\rho_{12}+H_{12}\rho_{22}-\rho_{11}H_{12}-\rho_{12}H_{22}
=\hbar\Delta\,\rho_{12}-\hbar\Omega(\rho_{11}-\rho_{22}),
\label{eq:comm}
\end{align}
and $[H,\rho]_{11}=-[H,\rho]_{22}$ because a commutator is traceless. Multiplying by $-i/\hbar$, the coherent parts are $\dot\rho_{22}=2\Omega\,\mathrm{Im}\,\rho_{12}$ and $\dot\rho_{12}=-i\Delta\rho_{12}+i\Omega(\rho_{11}-\rho_{22})$.

The full chain has doublets labelled by $m$, where $1_m$ lies in well $m$ and $2_m$ in well $m+1$. The Hamiltonian is a sum of blocks \eqref{eq:H}, each shifted by the potential drop per period. Tunnelling between any other pair of these states is neglected because it is detuned by at least about one intersubband spacing $E_{21}$. The third subband is left out by assumption. In the next well down the field it is detuned from state 2 by only $E_{32}-E_{21}$, with $E_{32}$ the spacing of the second and third subbands, which for infinitely deep wells is two thirds of $E_{21}$. Direct scattering across a barrier, from $1_m$ to $1_{m+1}$, is neglected. It would add a current in parallel that is not subject to the bound in \eqref{eq:KS}. Relaxation takes $2_m$ to the ground state of the same well, which is $1_{m+1}$, with jump operators
\begin{equation}
A_m=\tau^{-1/2}\,|1_{m+1}\rangle\langle2_m|,\qquad A_m^\dagger A_m=\tau^{-1}|2_m\rangle\langle 2_m| .
\label{eq:jump}
\end{equation}
The term $A_m\rho A_m^\dagger=\tau^{-1}\rho_{2_m2_m}|1_{m+1}\rangle\langle1_{m+1}|$ feeds a population only. The anticommutator term removes $\rho_{2_m2_m}/\tau$ from the population of $2_m$, since the projector acts on both sides, and removes $\rho_{1_m2_m}/(2\tau)$ from the coherence, since there it acts on one side only. Elements of $\rho$ between different doublets do not enter any of these equations. Summing over $m$, with $\rho_{ij}\equiv\sum_m\rho_{i_mj_m}$, relaxation contributes $-\rho_{22}/\tau$, $+\rho_{22}/\tau$ and $-\rho_{12}/(2\tau)$ to $\dot\rho_{22}$, $\dot\rho_{11}$ and $\dot\rho_{12}$. These are the contributions of the single operator $\tau^{-1/2}|1\rangle\langle2|$ in a two-level system, in which the electron is recycled into state 1.

Each state also carries an in-plane wave vector $\mathbf k$. Tunnelling through a flat barrier conserves $\mathbf k$, and for parallel subbands $\Delta$ does not depend on it. Intrasubband scattering from $\mathbf k$ to $\mathbf k'$ acts on both states with different amplitudes $v_1$ and $v_2$, which depend on $\mathbf k$ and $\mathbf k'$ and are taken real,
\begin{equation}
A_{\mathbf k'\mathbf k}=v_1|1\mathbf k'\rangle\langle1\mathbf k|+v_2|2\mathbf k'\rangle\langle2\mathbf k| .
\label{eq:intra}
\end{equation}
The gain term puts $v_1^2\rho_{11}(\mathbf k)$, $v_2^2\rho_{22}(\mathbf k)$ and $v_1v_2\rho_{12}(\mathbf k)$ into the corresponding elements at $\mathbf k'$. The loss term removes $v_1^2\rho_{11}(\mathbf k)$, $v_2^2\rho_{22}(\mathbf k)$ and $\frac12(v_1^2+v_2^2)\rho_{12}(\mathbf k)$ at $\mathbf k$. In the sum over all wave vectors the populations are unchanged, and the coherence changes by $[v_1v_2-\frac12(v_1^2+v_2^2)]\rho_{12}(\mathbf k)=-\frac12(v_1-v_2)^2\rho_{12}(\mathbf k)$. The pure dephasing rate is therefore
\begin{equation}
\frac1{\tau^*}=\frac12\sum_{\mathbf k'}(v_1-v_2)^2\ \ge 0 .
\label{eq:tstar}
\end{equation}
Only the difference of the two amplitudes dephases, because a scatterer that acts equally on both states carries away no information on which well the electron is in. If $\tau$ and $\tau^*$ do not depend on $\mathbf k$, the summed equations close. In the two-level system the same effect is produced by the operator $(2\tau^*)^{-1/2}(|1\rangle\langle1|-|2\rangle\langle2|)$, for which $v_1=-v_2=(2\tau^*)^{-1/2}$ and $\frac12(v_1-v_2)^2=1/\tau^*$.

The step from one electron to a gas of independent electrons adds one assumption. The tunnelling term is linear in the one-particle density matrix for fermions as well, but relaxation would carry a factor $1-f$ for the final state. It is set to one, which requires a nondegenerate gas. With $\rho$ normalized to $\rho_{11}+\rho_{22}=1$, the sheet densities per period are $n\rho_{11}$ and $n\rho_{22}$, and
\begin{align}
\dot\rho_{22}&=2\Omega\,\mathrm{Im}\,\rho_{12}-\frac{\rho_{22}}{\tau}=-\dot\rho_{11},\label{eq:pop}\\
\dot\rho_{12}&=-\Bigl(i\Delta+\frac1{\tau_\parallel}\Bigr)\rho_{12}+i\Omega(\rho_{11}-\rho_{22}),\label{eq:coh}
\end{align}
with $1/\tau_\parallel$ the sum \eqref{eq:tpar} of the two coherence losses found above. All periods are assumed to see the same $\Delta$, which excludes space charge.

\subsection{Origin and admissible range of the rates}

The factor $\frac12$ in \eqref{eq:tpar} can be obtained without the Lindblad form. Let state 2, at frequency zero, be coupled with a constant real matrix element $\hbar g$ to final states $j$ of frequency $\omega_j$ and density $D$ per unit frequency, and let state 1 lie at frequency $\Delta$. The amplitudes obey
\begin{equation}
i\dot c_1=\Delta c_1+\Omega c_2,\qquad i\dot c_2=\Omega c_1+g\sum_jc_j,\qquad i\dot c_j=\omega_jc_j+gc_2 .
\label{eq:amp}
\end{equation}
With $c_j(0)=0$ the last equation integrates to $c_j(t)=-ig\int_0^te^{-i\omega_j(t-t')}c_2(t')\,dt'$. For an infinitely wide flat band $\sum_je^{-i\omega_ju}\to D\int e^{-i\omega u}d\omega=2\pi D\,\delta(u)$, and the delta function sits at the upper limit of the time integral, where it contributes half its weight. Then $g\sum_jc_j=-i\pi g^2D\,c_2$ and
\begin{equation}
\dot c_2=-i\Omega c_1-\frac{c_2}{2\tau},\qquad \frac1\tau=2\pi g^2D .
\label{eq:WW}
\end{equation}
The population $|c_2|^2$ decays at $1/\tau$, and the coherence $\rho_{12}=c_1c_2^*$, which contains the decaying amplitude once, decays at $1/(2\tau)$.

Pure dephasing can be modelled by a detuning that jumps between $\Delta+a$ and $\Delta-a$, with rate $\gamma$ in each direction. Let $\rho^{\pm}$ be the density matrix weighted with the probability of the noise state. Each obeys \eqref{eq:pop} and \eqref{eq:coh} with $\tau_\parallel=2\tau$ and detuning $\Delta\pm a$, plus the switching term $-\gamma\rho^\pm+\gamma\rho^\mp$. For the sum $\rho=\rho^++\rho^-$ and the difference $\eta=\rho^+-\rho^-$ the switching terms cancel and double, respectively:
\begin{align}
\dot\rho_{12}&=-\Bigl(i\Delta+\frac1{2\tau}\Bigr)\rho_{12}-ia\,\eta_{12}+i\Omega(\rho_{11}-\rho_{22}),\label{eq:tel1}\\
\dot\eta_{12}&=-\Bigl(i\Delta+\frac1{2\tau}+2\gamma\Bigr)\eta_{12}-ia\,\rho_{12}+i\Omega(\eta_{11}-\eta_{22}),\label{eq:tel2}\\
\dot\eta_{22}&=2\Omega\,\mathrm{Im}\,\eta_{12}-\Bigl(\frac1\tau+2\gamma\Bigr)\eta_{22},\label{eq:tel3}
\end{align}
with $\eta_{11}=-\eta_{22}$ when both noise states are equally likely. The correlation time of the noise is $\tau_c=1/(2\gamma)$. When $2\gamma$ exceeds all other rates, \eqref{eq:tel3} gives $\eta_{22}\simeq\Omega\,\mathrm{Im}\,\eta_{12}/\gamma$, so the last term of \eqref{eq:tel2} is smaller than $2\gamma\eta_{12}$ by a factor of order $\Omega^2/\gamma^2$. Then $\eta_{12}\simeq-ia\rho_{12}/(2\gamma)$, and \eqref{eq:tel1} acquires the damping $-ia\eta_{12}=-a^2\rho_{12}/(2\gamma)$, that is $1/\tau^*=a^2\tau_c$ to leading order in $\tau_c$.

On resonance the steady state of this model is found for any $\gamma$. At $\Delta=0$ the real part of \eqref{eq:tel2} is $0=-(1/2\tau+2\gamma)\,\mathrm{Re}\,\eta_{12}+a\,\mathrm{Im}\,\rho_{12}$, because the term in $\Omega$ is purely imaginary. The imaginary part of \eqref{eq:tel1} is $0=-\mathrm{Im}\,\rho_{12}/(2\tau)-a\,\mathrm{Re}\,\eta_{12}+\Omega(\rho_{11}-\rho_{22})$. Eliminating $\mathrm{Re}\,\eta_{12}$ reproduces the imaginary part of \eqref{eq:coh} at $\Delta=0$ with
\begin{equation}
\frac{1}{\tau^*_{\rm eff}}=\frac{a^2}{2\gamma+1/(2\tau)} .
\label{eq:teff}
\end{equation}
The steady resonant current of the telegraph model thus keeps the form \eqref{eq:KS}, and the Markov rate $a^2/(2\gamma)$ overestimates the dephasing by the factor $1+\tau_c/(2\tau)$. In the opposite limit $\gamma\to0$ each of $\rho^\pm$ reaches its own steady state between switches, and for any $\Delta$ the current is the mean of \eqref{eq:KS} at $\Delta+a$ and $\Delta-a$ with $\tau_\parallel=2\tau$. Slow fluctuations act as an inhomogeneous distribution of detunings and are not described by a single $\tau_\parallel$ at all $\Delta$. Both limits are tested numerically at $\Delta=2$~ps$^{-1}$, by solving the eight coupled equations for $\rho^\pm$.

If $\tau$ and $\tau_\parallel$ are treated as free parameters of \eqref{eq:pop} and \eqref{eq:coh}, the bound $\tau_\parallel\le2\tau$ is still forced, by positivity of $\rho$. Set $\Omega=\Delta=0$ and start from the pure state $\sqrt{1-p}\,|1\rangle+\sqrt p\,|2\rangle$. Then $\rho_{22}=pe^{-t/\tau}$ and $|\rho_{12}|^2=p(1-p)e^{-2t/\tau_\parallel}$. The determinant $\det\rho=\rho_{22}(1-\rho_{22})-|\rho_{12}|^2$ vanishes at $t=0$, and its slope there is
\begin{equation}
\frac{d\det\rho}{dt}\Big|_0=-\frac{p(1-2p)}{\tau}+\frac{2p(1-p)}{\tau_\parallel}
=p\Bigl[\frac2{\tau_\parallel}-\frac1\tau-2p\Bigl(\frac1{\tau_\parallel}-\frac1\tau\Bigr)\Bigr].
\label{eq:pos}
\end{equation}
For $\tau_\parallel>2\tau$ the bracket is negative at small enough $p$, and $\rho$ acquires a negative eigenvalue. With $\tau_\parallel=3\tau$, $p=0.05$ and $t=0.2\tau$ the numerical propagation gives a lowest eigenvalue of $-0.0023$, while for $\tau_\parallel=1.9\tau$ it stays positive at all sampled $p$ and $t$.

This part has stated the current formula, reduced the chain to a two-level doublet, and derived the equations of motion together with the bound $\tau_\parallel\le2\tau$. It remains to derive the current from these equations, to examine its regimes and line shape, and to treat back-scattering, the limits of the model and a worked example.
